\section*{Spacing of 60-degree misfit dislocations beneath relaxed Si0.7Ge0.3 on silicon}

\section*{Question}

A layer of Si$_{0.7}$Ge$_{0.3}$ is grown on a (001) silicon substrate and relaxes fully to its own, larger lattice parameter. The mismatch is taken up by 60-degree dislocations lying in the interface in two perpendicular sets. How far apart are the parallel lines of one set, and how does this distance depend on composition, on the type of dislocation and on the degree of relaxation?

\section*{Short answer}

The mean spacing is about 16 nm, uncertain by about 1 nm; the downward bowing of the alloy lattice parameter favours the upper end of this range, close to 17 nm. It is the part of the Burgers vector that lies in the interface and is perpendicular to the line, 0.192 nm, divided by a misfit of about 1.2\%. It varies inversely with the misfit, and so roughly inversely with the germanium fraction. For full relaxation judged at room temperature, the uncertainty comes mainly from the alloy lattice parameter: the misfit is a small difference of two nearly equal lengths. Relaxation at the growth temperature can shift the spacing by a similar amount.

\section*{The misfit}

Let $a_s$ be the cubic lattice parameter of the substrate and $a_f$ that of the relaxed film. The misfit, referred to the substrate, is
\begin{equation}
f=\frac{a_f-a_s}{a_s}.
\label{eq:misfit}
\end{equation}
For germanium fraction $x$, the alloy parameter is interpolated between the pure elements, with a possible downward bowing $\theta$:
\begin{equation}
a_f=a_s+x\,(a_{\rm Ge}-a_s)-\theta\,x(1-x).
\label{eq:alloy}
\end{equation}
Subtracting $a_s$ and dividing by it gives
\begin{equation}
f=x\left[\frac{a_{\rm Ge}-a_s}{a_s}-\frac{\theta}{a_s}(1-x)\right].
\label{eq:fx}
\end{equation}

Take $a_s=0.5431$ nm and two rough typical values, a Ge--Si mismatch of 4.2\% and $\theta=0.0027$ nm. The straight line, $\theta=0$, gives
\begin{equation}
f=0.30\times 0.042=0.0126 .
\end{equation}
The bowing lowers $a_f$ by $0.0027\times0.30\times0.70=0.00057$ nm. That is 0.1\% of the lattice parameter, but it lowers the misfit by $0.00057/0.5431=0.00104$, to $f=0.01156$. This is a relative reduction of 8\%. Both values are carried through the estimate.

\section*{The useful part of the Burgers vector}

The usual perfect dislocations in the diamond structure have Burgers vectors of the type $(a/2)\langle110\rangle$, the shortest lattice translations. Consider a line along $[1\bar10]$ and define three perpendicular unit vectors: $\mathbf u=[1\bar10]/\sqrt2$ along the line, $\mathbf m=[110]/\sqrt2$ in the interface and normal to the line, and $\mathbf z=[001]$ normal to the interface. For $\mathbf b=(a/2)[101]$,
\begin{align}
|\mathbf b|&=\frac a2\sqrt{1+0+1}=\frac{a}{\sqrt2},\\
\mathbf b\cdot\mathbf u&=\frac a2\,\frac{1}{\sqrt2}=\frac{a}{2\sqrt2}=\frac{|\mathbf b|}{2},\\
\mathbf b\cdot\mathbf m&=\frac a2\,\frac{1}{\sqrt2}=\frac{a}{2\sqrt2}\equiv b_e,\\
\mathbf b\cdot\mathbf z&=\frac a2 .
\end{align}
The second line says that the cosine of the angle between $\mathbf b$ and the line is $1/2$, hence the name. With the silicon lattice parameter, $|\mathbf b|=0.3840$ nm and $b_e=0.1920$ nm.

The three components do different things. The screw component $\mathbf b\cdot\mathbf u$ shifts the film along the lines, and the vertical component $\mathbf b\cdot\mathbf z$ tilts it. The component $b_e$ displaces the film relative to the substrate along $\mathbf m$, the direction in which the lattices must be brought to different lengths. It alone relieves the misfit along $\mathbf m$.

The full edge component is a different quantity. It is the length of the part of $\mathbf b$ perpendicular to the line,
\begin{equation}
\sqrt{\frac{a^2}{8}+\frac{a^2}{4}}=\frac{\sqrt3}{2}\,|\mathbf b|=0.3326\ \text{nm},
\end{equation}
and it includes the vertical part. Using it in place of $b_e$ would make the spacing too large by a factor $\sqrt3$.

\section*{One dislocation ends one lattice plane}

The length $b_e$ has a direct meaning in the crystal. The atoms of one sublattice sit at $(a/2)(n_1,n_2,n_3)$ with integers whose sum is even. Their positions along $\mathbf m$ are
\begin{equation}
\frac a2\,\frac{n_1+n_2}{\sqrt2}=\frac{a}{2\sqrt2}\,(n_1+n_2).
\end{equation}
The sum $n_1+n_2$ can be any integer, because $n_3$ can be chosen to make the total even. The second sublattice is displaced by $(a/4)(1,1,1)$, which adds $(a/4)(2/\sqrt2)=a/(2\sqrt2)$ along $\mathbf m$ and so lands on the same planes. The crystal is therefore a stack of (220) planes with spacing
\begin{equation}
d=\frac{a}{2\sqrt2}=b_e .
\end{equation}
Each 60-degree dislocation ends one such plane.

A displacement of one plane spacing along $\mathbf m$ alone would be $(a/4)[110]$. In units of $a/2$ its components are $(\tfrac12,\tfrac12,0)$, which are not integers, so it is not a lattice translation and would leave a fault. The screw and vertical components complete it to the translation $(a/2)[101]$, and the crystal away from the line is perfect.

\section*{Counting planes gives the spacing}

Let $d_s$ and $d_f$ be the (220) spacings of substrate and relaxed film. Over a long length $L$ the substrate has $L/d_s$ planes and the film has $L/d_f$, which is fewer because the film is larger. The surplus planes end at the interface, so the extra half-planes lie in the substrate. With one dislocation per surplus plane, the number of dislocations per length is
\begin{equation}
\frac1S=\frac1{d_s}-\frac1{d_f}=\frac{d_f-d_s}{d_s d_f}.
\end{equation}
Since $d$ is proportional to $a$, the misfit gives $d_f-d_s=f d_s$ and $d_f=(1+f)d_s$. Therefore
\begin{equation}
S=\frac{d_f}{f}=\frac{a_f}{2\sqrt2\,f}=\frac{d_s}{f}+d_s .
\label{eq:spacing}
\end{equation}
The simple estimate $b_e/f$ with the silicon value of $b_e$ is the first term on the right. It falls short by one plane spacing, a relative error of order $f$.

For the straight-line alloy,
\begin{equation}
S=\frac{0.1920\ \text{nm}}{0.0126}+0.19\ \text{nm}=15.24+0.19=15.43\ \text{nm},
\end{equation}
and with bowing
\begin{equation}
S=\frac{0.1920\ \text{nm}}{0.01156}+0.19\ \text{nm}\simeq 16.8\ \text{nm}.
\end{equation}
The midpoint is 16.1 nm and half the difference is 0.7 nm. This half-difference is not a statistical error; it shows how strongly the answer depends on the interpolation. The alloy does bow downward, so for full relaxation judged at room temperature the upper value is the better founded. The round figure of 16 nm, with an uncertainty of 1 nm, covers both values. The mismatch of 4.2\% is itself rounded up: with $a_{\rm Ge}=0.5658$ nm it is 4.18\%, and the two values become 15.5 and 16.9 nm, so the better founded value is close to 17 nm.

The counting can be followed plane by plane. In the straight-line case 79.4 film planes face 80.4 substrate planes in one mean spacing. When two explicit rows of planes 20 $\mu$m long are laid side by side and each film plane is paired with its nearest substrate plane, 1296 substrate planes are left without a partner, at a mean distance of 15.43 nm. With bowing there are 1190, at 16.81 nm. The calculation fixes a mean. Dislocations in a real film arrive at different times and places, and individual gaps can differ widely from it.

\section*{Why two sets are needed}

For lines along $[1\bar10]$, four 60-degree Burgers vectors have the relieving sign: $(a/2)[101]$, $(a/2)[10\bar1]$, $(a/2)[011]$ and $(a/2)[01\bar1]$. Their average is
\begin{equation}
\frac14\,\frac a2\,[2,2,0]=\frac a4[110]=b_e\,\mathbf m .
\end{equation}
If the four occur equally often, the screw and vertical parts cancel on average and pure misfit relief remains. If all lines had the same vertical component, the film would step by $a/2$ in each spacing and tilt by about $0.2716/16.1=0.017$ rad, or $1^\circ$. The spacing would be unchanged to leading order in $f$.

Displacement accumulates when one crosses the lines, and none accumulates when one moves along them. One set therefore relieves the misfit along $\mathbf m$ and leaves that along $\mathbf u$. A second set, with lines along $[110]$, relieves the other direction. By symmetry it has the same spacing, and the line length per interface area is
\begin{equation}
\frac2S=\frac{2}{16.1\times10^{-7}\ \text{cm}}=1.24\times10^{6}\ \text{cm}^{-1}.
\end{equation}

\section*{How the spacing scales}

\paragraph{Composition.} Along the straight line, $f=0.042\,x$ and equation~\eqref{eq:spacing} becomes
\begin{equation}
S=\frac{4.57\ \text{nm}}{x}+0.19\ \text{nm}.
\end{equation}
As $x\to0$ the spacing diverges, as it must when no misfit is left. At $x=1$ the bowing term vanishes and a pure 60-degree array would have $S=4.8$ nm. A small change of misfit at fixed Burgers vector gives $\delta S/S\simeq-\delta f/f$, which is why a 0.1\% change of lattice parameter moves the spacing by almost 9\%.

\paragraph{Dislocation type.} A 90-degree dislocation has $\mathbf b=(a/2)[110]$, perpendicular to the line. Its useful component is $a/\sqrt2=2b_e$, so a pure array of this type would have a spacing of 32 nm at the same misfit. It can form when two 60-degree dislocations meet:
\begin{equation}
\frac a2[101]+\frac a2[01\bar1]=\frac a2[110].
\end{equation}
If a fraction $p$ of the lines is of this type, the mean useful component is $(1-p)b_e+2p\,b_e=(1+p)b_e$, and the mean spacing grows by the factor $1+p$.

The two types also differ in how they can reach the interface. The glide plane contains both the line and $\mathbf b$. For $\mathbf b=(a/2)[101]$ its normal is along $[101]\times[1\bar10]=[11\bar1]$, an inclined \{111\} plane that connects the film surface with the interface. For the 90-degree type the glide plane is (001), the interface plane itself, so it cannot glide down from the surface.

\paragraph{Degree of relaxation.} If a fraction $R$ of the misfit is relieved, the film has the in-plane parameter $a_s(1+Rf)$. The same counting then gives
\begin{equation}
S=\frac{d_s}{Rf}+d_s .
\end{equation}
For $R=0.90$ and the bowed misfit the spacing is 18.7 nm instead of 16.8 nm. A measured spacing can be compared with the estimate for full relaxation only if $R$ is known.

\section*{Two corrections to full relaxation at room temperature}

\paragraph{Thermal expansion.} Suppose that the film relaxes fully at the growth temperature, $\Delta T$ above room temperature, and that no dislocations are gained or lost on cooling. The misfit that sets their number is
\begin{equation}
f_{\rm hot}=(1+f)\frac{1+\alpha_f\Delta T}{1+\alpha_s\Delta T}-1\simeq f+(\alpha_f-\alpha_s)\Delta T ,
\end{equation}
where products of small quantities are dropped. With rough expansion coefficients of $3\times10^{-6}$ and $6\times10^{-6}$ K$^{-1}$ for Si and Ge, linear interpolation gives $\alpha_f-\alpha_s=0.9\times10^{-6}$ K$^{-1}$. For $\Delta T=600$ K the misfit rises by 0.054 percentage points, from 1.156\% to 1.210\%. The spacing falls from 16.8 to 16.1 nm, a change of $-4.5\%$. On cooling, the film tends to shrink more than the substrate and is left in slight tension.

\paragraph{Finite thickness.} Dislocations cost energy, so in equilibrium a film of thickness $h$ keeps a small strain $\varepsilon$. Treat the film as elastically isotropic, with shear modulus $\mu$, Poisson ratio $\nu$ and Young's modulus $E=2\mu(1+\nu)$. With equal in-plane stresses $\sigma$ and a free surface, Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/E$. The energy per volume is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\sigma\varepsilon$, or
\begin{equation}
\sigma\varepsilon=M\varepsilon^2,\qquad M=\frac{E}{1-\nu}=\frac{2\mu(1+\nu)}{1-\nu}.
\end{equation}
For the line energy, use the shear strain $b/(2\pi r)$ around a screw dislocation, with $b=|\mathbf b|$, between the radii $b$ and $h$:
\begin{equation}
E_d=\int_b^h\frac{\mu}{2}\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr
=\frac{\mu b^2}{4\pi}\ln\frac hb .
\end{equation}
Each set has $(f-\varepsilon)/b_e$ lines per length, to leading order in $f$. The energy per area and its minimum are
\begin{align}
W&=M h\,\varepsilon^2+2E_d\,\frac{f-\varepsilon}{b_e},\\
\frac{dW}{d\varepsilon}&=2Mh\,\varepsilon-\frac{2E_d}{b_e}=0
\quad\Rightarrow\quad
\varepsilon=\frac{E_d}{M h\,b_e}.
\end{align}
The second derivative, $2Mh$, is positive, so this is a minimum. For $h=1\ \mu$m and $\nu=0.28$, the values are $E_d/\mu=0.092$ nm$^2$ and $M/\mu=3.56$, so
\begin{equation}
\varepsilon=\frac{0.092}{3.56\times1000\times0.192}=1.35\times10^{-4}.
\end{equation}
The spacing grows by 1.2\%, to 17.0 nm. This gives the order of size. The edge character and the core are left out, and the lines are treated as independent. The result depends on how the signs are arranged. For equally spaced lines with the edge character included and the inner radius $b$, the residual strain is about $1.4\times10^{-4}$ if the screw and vertical components have random signs, but only $3$ to $5\times10^{-5}$ if the screw components alternate and the vertical ones alternate or are all equal. Screw components that alternate in sign from line to line would cut off each other's fields at about the distance $S$ and lower the line energy; within one set, screw components all of the same sign would add up and raise it. A film whose dislocations form or move too slowly to relieve the misfit keeps more strain than it would in equilibrium.

\section*{The estimate beside real buffer layers}

A relaxed SiGe layer can serve as the buffer beneath a strained-silicon channel. The estimate assumes an abrupt interface, but the germanium content can instead be graded over micrometres. A composition step that adds misfit $\delta f$ needs about $\delta f/b_e$ lines per length, and the steps sum to $f/b_e$. Seen in projection from above, the mean spacing is still about 16 nm, but the lines are spread through the thickness. For a grade 3 $\mu$m thick, for example, each line of one set occupies a cross-section of $16.1\times3000$ nm$^2$, and the square root of this, about 220 nm, is the distance between neighbours in an even arrangement. If the lines are placed at random, the nearest neighbour is on average only about half as far away.

The misfit array can act on carriers in a channel above the buffer through its strain field, if that field reaches the channel. For an abrupt interface and equally spaced lines that all have the same Burgers vector, the part of the strain that varies along the interface has wave number $k=2\pi/S$ or a multiple of it. The screw components can also leave a uniform shear of the film, which does not decay with height. It is absent if they cancel on average, or if those of the two sets combine to a pure rotation. The varying part does decay. For the screw components, in isotropic elasticity, the displacement along the lines obeys Laplace's equation and its varying part falls as $e^{-kz}$. For the edge components the stress function satisfies $\nabla^4\phi=0$. Setting $\phi=g(z)e^{ikx'}$, with $x'$ measured along $\mathbf m$, gives $(d^2/dz^2-k^2)^2g=0$. Far below the free surface the decaying solution is $g=(A+Bz)e^{-kz}$, with decay length $S/2\pi=2.6$ nm. The elastic anisotropy of the real crystal makes the decay somewhat slower, with lengths of roughly 3 nm. The varying strain of such a regular array is therefore negligible at the top of a buffer a micrometre thick. This holds only for the regular array with a single Burgers vector. Irregular spacing, or a mixture of the four Burgers vectors, adds longer wavelengths, which reach further. In isotropic elasticity the root-mean-square varying in-plane strain at the surface then falls only as $h^{-1/2}$ when signs or positions are random. For one set and $h=1\ \mu$m it is about $6\times10^{-4}$ for equally spaced lines whose vertical components have random signs, and about $7\times10^{-4}$ for lines at random positions. This is some 5\% of the misfit and is not negligible.

The line ends matter more directly, because a dislocation cannot end inside a perfect crystal. If each misfit segment has length $\ell$ and both ends run up to the surface, there are $(2/S)/\ell$ segments per area and
\begin{equation}
n_{\rm thread}=\frac{4}{S\ell}
\end{equation}
threading lines per area, which pass through the channel. For $\ell=1$ cm and $S=16.1$ nm this is $2.5\times10^{6}$ cm$^{-2}$. At a fixed misfit spacing, longer segments mean fewer threading lines. The misfit fixes $S$ but not $\ell$, so the 16 nm spacing does not by itself determine the dislocation scattering in the channel. The numerical output below lists the values for the interface array and the corrections to it.

\section*{Computed results}
\begin{verbatim}
Ge fraction x: 0.30
Si lattice parameter: 0.5431 nm
Ge-Si mismatch, rough input: 4.2 %
Ge lattice parameter from it: 0.5659 nm
bowing parameter theta, rough input: 0.0027 nm
Burgers vector length b: 0.3840 nm
in-plane edge component b_e: 0.1920 nm
screw component: 0.1920 nm
vertical component: 0.2716 nm
full edge component b sin 60: 0.3326 nm
(220) plane spacing from atoms: 0.1920 nm
number of relieving 60-degree variants: 4
straight line: alloy lattice parameter: 0.5499 nm
straight line: misfit f: 1.260 %
straight line: simple estimate b_e/f: 15.24 nm
straight line: spacing S = d_film/f: 15.43 nm
straight line: S from located extra planes: 15.43 nm
straight line: extra planes found in 20 um: 1296
straight line: film planes per spacing: 79.4
straight line: substrate planes per spacing: 80.4
with bowing: alloy lattice parameter: 0.5494 nm
with bowing: misfit f: 1.156 %
with bowing: simple estimate b_e/f: 16.62 nm
with bowing: spacing S = d_film/f: 16.81 nm
with bowing: S from located extra planes: 16.81 nm
with bowing: extra planes found in 20 um: 1190
with bowing: film planes per spacing: 86.5
with bowing: substrate planes per spacing: 87.5
midpoint of the two spacings: 16.1 nm
half the difference: 0.7 nm
line length per area, both sets, at midpoint: 1.24e+06 1/cm
90-degree type, useful component / b_e: 2.00
90-degree type, spacing at midpoint: 32.2 nm
The effects below start from the spacing with bowing.
relaxed fraction R = 0.90: spacing: 18.65 nm
expansion coefficients Si, Ge, rough: 3e-06, 6e-06 1/K
growth minus room temperature, rough: 600 K
misfit at growth temperature: 1.210 %
spacing set at growth temperature: 16.06 nm
thermal change of spacing: -4.5 %
film thickness h: 1000 nm; Poisson ratio, rough: 0.28
residual strain, formula: 0.0135 %
residual strain, energy minimum: 0.0135 %
spacing with residual strain: 17.00 nm
residual-strain change: 1.2 %
\end{verbatim}
